Why taller interconnect lines stop reducing RC

A metal line on a chip carries a signal between neighbouring lines at its sides and wiring layers above and below. Its resistance can be lowered without using more chip area by making it taller. Doubling the height halves the resistance. While the neighbouring lines are held at constant voltage, however, the RC product falls by less, and the saving shrinks towards zero as the line gets taller. The reason lies in the side walls, which grow together with the conducting cross-section.

**The two capacitances**

Let the line have width w, height h and length L. A gap s separates it from each neighbour, and a gap d from flat conducting planes above and below, which stand for the adjacent wiring layers. All dimensions except h are held fixed. The resistivity ρ is also taken as constant for now. The resistance is

R = ρL/(wh).

The capacitance depends on what the neighbours do. Here they are quiet, meaning held at constant potential, like the planes. In atomic units, where 4πε₀ = 1, a dielectric of relative permittivity κ has permittivity ε = κ/(4π). Treat each facing pair of surfaces as a parallel-plate capacitor. The two side walls have area hL each and gap s. The top and bottom faces have area wL each and gap d. All four capacitors connect the line to constant potentials, so they add:

C = 2εhL/s + 2εwL/d = L(ah + b),

a = 2ε/s,  b = 2εw/d.

The first part is the sidewall capacitance and the second the end capacitance. Multiplying by R gives

RC = (ρL/(wh)) · L(ah + b) = (ρL²/w)(a + b/h).

In the sidewall term, the factor h from the capacitance has cancelled the 1/h from the resistance. Inserting a, b and ε gives

RC = (κρL²/2π) [1/(ws) + 1/(hd)].

Height acts on the second term alone. RC keeps falling as h grows, but towards a floor that is not zero:

RC_floor = κρL²/(2πws).

It is not enough for this that the sidewall capacitance grows. It must grow in proportion to h. A slower growth, such as √h, would leave a sidewall term falling as 1/√h, and there would be no floor.

**How fast the benefit fades**

Dividing RC by its floor leaves one length, the crossover height h_c:

RC/RC_floor = 1 + h_c/h,  h_c = b/a = ws/d.

At h = h_c the sidewall and end capacitances are equal and RC is twice its floor. For h much smaller than h_c, RC falls nearly as 1/h, and extra height pays in full. To come within a fraction f of the floor, the line needs h = h_c/f.

The return on a small increase in height follows from logarithms. Since ln RC = ln(ah + b) − ln h + constant,

d ln RC/d ln h = ah/(ah + b) − 1 = −b/(ah + b).

One per cent more height therefore lowers RC by one per cent times the end share of the capacitance, b/(ah + b). For a full doubling, the fractional saving is

1 − (1 + h_c/2h)/(1 + h_c/h) = h_c/[2(h + h_c)].

**How large the effect is**

Take round model parameters: w = 200 Å, s = 250 Å, d = 300 Å, κ = 3, ρ = 0.1 ħÅ/e² and L = 10⁵ Å. With energies in eV and lengths in Å, the permittivity is ε = κ/(4πk), where k = 14.40 eV Å is the Coulomb constant. This gives ε = 0.016579 e²/(eV Å). Resistance is then in ħ/e², capacitance in e²/eV and their product in ħ/eV. The floor is

RC_floor = 2ρεL²/(ws) = 2 × 0.1 × 0.016579 × 10¹⁰/(200 × 250) = 663 ħ/eV,

or 0.44 ps. The crossover height is h_c = 200 × 250/300 = 167 Å.

At h = 400 Å the parts are

R = 0.1 × 10⁵/(200 × 400) = 0.125 ħ/e²,

C = 5305 + 2211 = 7516 e²/eV,

RC = 0.125 × 7516 = 940 ħ/eV.

In the plate model, doubling the height to 800 Å saves 14.7% of this. The next doubling, to 1600 Å, saves 8.6%, and one more would save 4.7%. That last step would halve the resistance again, but it would raise the capacitance from 23,432 to 44,653 e²/eV, a factor of 1.91. The charge drawn for each voltage swing grows by the same factor.

**What fringing fields change**

Real field lines spread at the edges, so the plate formula needs checking. Consider the gap between the line at potential V and a quiet neighbour at zero. Let x run across the gap and y measure depth into it from its open end. Deep inside, Laplace's equation is solved by a linear drop plus corrections that vanish on both walls:

φ = V(1 − x/s) + Σₙ Aₙ sin(nπx/s) exp(−nπy/s).

The slowest correction decays over the length s/π, here about 80 Å. The other open end adds similar terms, which decay from its side. In the middle of a tall gap the field is therefore uniform, V/s. Extra height inserts more of this uniform region and leaves the fields at the ends unchanged, up to exponentially small terms. For tall lines C/L is still ah + b, with the same a and a different b.

The new b cannot be smaller than the plate value. With all other conductors at zero potential, the stored energy CV²/2 gives

(C/L)V² = ε∫|∇φ|² dA,

where the integral covers the dielectric in the cross-section. Keep only the two side gaps and the two strips directly above and below the line. These regions do not overlap, and what is dropped is positive. Across a side gap the potential changes by V, so the Cauchy–Schwarz inequality gives ∫(∂φ/∂x)² dx ≥ V²/s. Likewise, each vertical strip gives at least V²/d. Adding up,

C/L ≥ 2εh/s + 2εw/d.

The plate model is thus a lower bound on the capacitance for quiet surroundings.

A numerical solution of Laplace's equation for this geometry, with three quiet lines between successive raised ones, shows how far the bound is from the true value. The slope of C with height agrees with 2ε/s to about one part in a million between 800 and 1600 Å. The end capacitance, however, is about 5700 e²/eV instead of 2211, which is 2.6 times the plate value. The 10 Å grid gives 5690 e²/eV, and halving the spacing lowers this by 0.3%. The corner fields converge slowly, and the converged value is about 5660 e²/eV, 0.6% below the 10 Å grid value, so the field results in the output are uncertain at this level. The crossover height rises in the same ratio, from 167 to about 430 Å.

The floor stays at 663 ħ/eV, but it is approached much later. Doubling the height from 400 to 800 Å now saves 26% of RC, and the next doubling saves 17%. At h = 1600 Å, RC is still 27% above the floor, against 10% in the plate model. Coming within 10% would take h = 430/0.1 = 4300 Å, more than twenty times the width. Signal lines on chips are typically about twice as tall as they are wide. Here that means h ≈ 400 Å, close to h_c, where RC is still about twice the floor. At 800 Å the field solution gives d ln RC/d ln h ≈ −0.35, which matches the end share of the capacitance. One per cent more height there buys about 0.35% in RC. Plate formulas give the right floor but make saturation appear too early.

**The voltage between neighbours is the cause**

Suppose that all lines carry the same signal at the same time. Both walls of each gap are then at V, and the linear drop in φ is absent. Deep in the gap there is no field and no charge on the walls. Once the line is tall, extra height therefore adds no capacitance, and RC falls as 1/h without a floor. The field solution shows this: C is the same at 800 and 1600 Å, about 4600 e²/eV (4622 on the 10 Å grid, 0.2% above the converged value), while RC halves from about 290 to 144 ħ/eV. The delay cannot follow RC down indefinitely, however. A signal needs at least the time L√κ/c to travel the line, where c is the speed of light. Here that is about 0.06 ps, or 88 ħ/eV, a limit that a model without inductance leaves out. It is already reached at 1600 Å, where the delay RC/2 derived below for an ideal driver would be 72 ħ/eV. With inductance included, the time to reach half the voltage falls only from about 109 to 88 ħ/eV between 800 and 1600 Å.

If both neighbours instead carry the opposite signal, the walls are at V and −V. The field in the gap doubles, and so does the charge per unit height. The effective a, defined as charge divided by V, becomes 4ε/s, and the floor rises to 2 × 663 = 1326 ħ/eV. A timing estimate should therefore state what the neighbours are doing.

**With a driver, too much height does harm**

The signal is supplied by a transistor circuit, represented here by a series resistance R_d. Let the source step from 0 to V at time zero, with the far end of the line open. The current I(x,t) at position x charges the line beyond x, so over all time it carries the charge

∫I(x,t) dt = (C/L)(L − x)V.

The missing voltage at the far end equals the drops along the way:

V − v(L,t) = R_d I(0,t) + (R/L)∫₀ᴸ I(x,t) dx.

Integrate over time and divide by V. Since ∫₀ᴸ(L − x) dx = L²/2,

T = ∫[1 − v(L,t)/V] dt = R_d C + RC/2.

Integration by parts turns T into ∫t (dv/dt) dt/V, which is the mean arrival time of the voltage rise. With an ideal driver, R_d = 0, the delay is RC/2 and saturates as before. Otherwise the first term grows with height:

T = R_d L(ah + b) + (ρL²/2w)(a + b/h),

dT/dh = R_d La − ρL²b/(2wh²).

The derivative is negative for small h and positive for large h. It vanishes at the height of least delay:

h* = √[h_c ρL/(2wR_d)].

For R_d = 0.1 ħ/e² the plate model gives

h* = √[167 × 0.1 × 10⁵/(2 × 200 × 0.1)] = 204 Å,

with T = 1094 ħ/eV, or 0.72 ps. At 1600 Å the delay in this model is 2709 ħ/eV, about 2.5 times as long. A search over the mean delay computed from the time response of a resistor–capacitor ladder finds the same best height. The time to reach half the voltage is least at a height about 5% greater.

The larger end capacitance from the field solution moves the optimum. With h_c ≈ 430 Å the formula gives h* ≈ 330 Å. There R = 0.15 ħ/e² and C ≈ 10,000 e²/eV, so T is about 1800 ħ/eV. Both the best height and the delay are well above the plate values.

**What to do about it**

Compare the height with h_c, using an end capacitance from a field solution. Below h_c, extra height is an effective way to lower RC, although with a driver the delay is least at h*, which can lie below h_c. Well above h_c, the floor has to be lowered instead, and its formula shows the means.

- **Permittivity.** The floor is proportional to κ. The uniform field deep between the lines sets it, so the material in the side gaps is the one that counts. Lowering κ there from 3 to 2.5 lowers the floor by 17%. RC itself falls by less at finite height: with fringing fields, by about 8% at 400 Å and 13% at 1600 Å.
- **Width and gap.** At fixed pitch p = w + s, the product ws = [p² − (w − s)²]/4 is largest for w = s. In the plate model the other term of RC does not contain w, so equal width and gap minimise the whole RC. Here, at constant ρ, that would gain only about 1% on the floor, since 200 × 250 = 50,000 is already close to 225² = 50,625. With fringing fields the end capacitance grows less than in proportion to w, so at finite height the least RC lies at a line wider than the gap. Relaxing the pitch does more, because the floor scales as 1/p² at constant ρ and a fixed ratio of w to s.
- **Length.** The floor scales as L², so a line of half the length has a quarter of the RC.
- **Driver.** When R_d matters and the far end is nearly open, choose the height near h*. A receiving transistor adds a load capacitance, which must also be charged through the resistance of the line. That part of the delay falls with height, so the best height is then greater than h*. A stronger driver, with smaller R_d, makes taller lines worthwhile.

The assumption of constant ρ also needs attention. In narrow lines electrons scatter from the surfaces, and ρ depends on w and h. The formula for RC still holds with the actual ρ(w,h) inserted, but the savings from height then include the change in ρ. Where ρ falls as the line is widened, the best width at fixed pitch is also larger than constant ρ suggests, and the gain from widening a narrow line is greater. If ρ levels off for tall lines, the floor remains, with ρ in its formula replaced by the limiting value. The numerical output below lists the results for each height.

Table of computed values

```
width w = 200 angstrom
side gap s = 250 angstrom
vertical gap d = 300 angstrom
relative permittivity kappa = 3.0
resistivity rho = 0.10 hbar angstrom/e^2
length L = 100000 angstrom
driver resistance Rd = 0.10 hbar/e^2
Coulomb constant k = 14.3996 eV angstrom
permittivity eps = 0.016579 e^2/(eV angstrom)
crossover height, plates = 166.7 angstrom
RC floor = 663.2 hbar/eV
RC floor converted = 0.4365 ps
Plate model: h in angstrom, R in hbar/e^2, C in e^2/eV,
RC in hbar/eV, saving in RC if h is doubled in percent
h | R | C side | C end | RC | RC/floor | saving
100 | 0.50000 | 1326.3 | 2210.5 | 1768.4 | 2.6667 | 31.25
200 | 0.25000 | 2652.6 | 2210.5 | 1215.8 | 1.8333 | 22.73
400 | 0.12500 | 5305.3 | 2210.5 | 939.5 | 1.4167 | 14.71
800 | 0.06250 | 10610.6 | 2210.5 | 801.3 | 1.2083 | 8.62
1600 | 0.03125 | 21221.2 | 2210.5 | 732.2 | 1.1042 | 4.72
Field solution, quiet neighbours, 10 angstrom grid:
h in angstrom | C in e^2/eV | RC in hbar/eV | RC/floor
100 | 6950.9 | 3475.4 | 5.2407
200 | 8326.2 | 2081.5 | 3.1388
400 | 10994.3 | 1374.3 | 2.0723
800 | 16300.9 | 1018.8 | 1.5363
1600 | 26911.5 | 841.0 | 1.2681
slope of C, field/plates = 1.000001
end part of C, field = 5690.3 e^2/eV
same, 5 angstrom grid = 5670.7 e^2/eV
crossover height, field = 429 angstrom
d ln RC/d ln h at 800 angstrom, field = -0.3494
minus end share of C there = -0.3491
All lines switching together, field solution:
h = 800 angstrom: C = 4621.8 e^2/eV, RC = 288.9 hbar/eV
h = 1600 angstrom: C = 4621.8 e^2/eV, RC = 144.4 hbar/eV
Mean delay with driver, plate model:
h = 100 angstrom: T = 1237.9 hbar/eV
h = 200 angstrom: T = 1094.2 hbar/eV
h = 400 angstrom: T = 1221.3 hbar/eV
h = 800 angstrom: T = 1682.8 hbar/eV
h = 1600 angstrom: T = 2709.3 hbar/eV
best height, formula = 204.1 angstrom
best height, ladder search = 204.1 angstrom
shortest delay = 1094.1 hbar/eV
shortest delay converted = 0.7202 ps
```
